# Not every pure spin state points along an axis

Suppose the lowest energy of a single spin 1 with Hamiltonian \(H=D S_z^2\), \(D>0\), is to be found by minimizing over trial states. One must decide what to vary: two angles that give the direction of the spin, or all the complex amplitudes. With two angles the lowest energy found is \(D/2\). With all amplitudes it is \(0\), reached by the state \(m=0\). The two-angle search fails because it assumes that every pure spin state points somewhere. For spin 1/2 that assumption is correct; for spin 1 it excludes the ground state of this Hamiltonian.

## What "points along" means

Spins are measured in units of \(\hbar\), so \(\hbar=1\) in the equations. The spin quantum number is \(s>0\), states are normalized, and \(\mathbf n\) is a real unit vector. A pure state \(|\psi\rangle\) **points along** \(\mathbf n\) if

\[
\mathbf n\cdot\mathbf S\,|\psi\rangle=s\,|\psi\rangle .
\]

A measurement of the spin component along \(\mathbf n\) then gives its largest value with certainty. Such states are called spin coherent states. They are the states obtained by rotating \(|m=s\rangle\): a rotation that carries \(\mathbf z\) to \(\mathbf n\) carries the top eigenvector of \(S_z\) to the top eigenvector of \(\mathbf n\cdot\mathbf S\), which is unique up to a phase.

There is a weaker reading, in which a state "has an axis" if it is an eigenstate of some \(\mathbf n\cdot\mathbf S\) with any eigenvalue. The state \(m=0\) has an axis in this sense, namely \(z\), but no arrow along it. Most spin-1 states fail even the weaker condition, as shown below.

## The counter-example: spin 1, m = 0

Write a spin-1 state as \((a_+,a_0,a_-)\), the amplitudes of \(m=+1,0,-1\). The ladder operators \(S_\pm=S_x\pm iS_y\) act as

\[
S_\pm|0\rangle=\sqrt2\,|\pm1\rangle,\qquad S_\pm|\mp1\rangle=\sqrt2\,|0\rangle .
\]

In the state \(|0\rangle\) the mean of \(S_z\) is zero because \(m=0\). The means of \(S_x\) and \(S_y\) are zero because \(S_\pm|0\rangle\) is orthogonal to \(|0\rangle\). Hence \(\langle\mathbf S\rangle=0\). A state pointing along \(\mathbf n\) would have \(\mathbf n\cdot\langle\mathbf S\rangle=1\), so \(|0\rangle\) points nowhere.

The same conclusion follows from constructing every state that does point somewhere. Take first \(\mathbf n=(\sin\theta,0,\cos\theta)\). Since \(S_x=(S_++S_-)/2\), the equation \(\mathbf n\cdot\mathbf S\,\psi=\psi\) reads, row by row,

\[
\begin{aligned}
\cos\theta\,a_++\tfrac{1}{\sqrt2}\sin\theta\,a_0&=a_+,\\
\tfrac{1}{\sqrt2}\sin\theta\,(a_++a_-)&=a_0,\\
\tfrac{1}{\sqrt2}\sin\theta\,a_0-\cos\theta\,a_-&=a_- .
\end{aligned}
\]

For \(0<\theta<\pi\), set \(a_0=\sin\theta/\sqrt2\). The first row gives \(a_+=\sin^2\theta/[2(1-\cos\theta)]=(1+\cos\theta)/2\). The third gives \(a_-=\sin^2\theta/[2(1+\cos\theta)]=(1-\cos\theta)/2\). Their sum is 1, so the second row holds too. At \(\theta=0\) and \(\theta=\pi\) the same final expressions give \((1,0,0)\) and \((0,0,1)\), which solve the three rows directly. The state is

\[
|\mathbf n\rangle=\left(\frac{1+\cos\theta}{2},\ \frac{\sin\theta}{\sqrt2},\ \frac{1-\cos\theta}{2}\right),
\]

and its norm is \((1+\cos^2\theta)/2+\sin^2\theta/2=1\). Turning \(\mathbf n\) about \(z\) by an angle \(\phi\) multiplies each \(a_m\) by \(e^{-im\phi}\) and changes no probability. Therefore every rotation of \(m=1\) satisfies

\[
|\langle 0|\mathbf n\rangle|^2=\tfrac12\sin^2\theta\le\tfrac12 .
\]

A rotated \(m=1\) state is never more than half \(m=0\). This also gives the energy quoted at the start. Since \(S_z^2\) is 1 for \(m=\pm1\) and 0 for \(m=0\), its mean in \(|\mathbf n\rangle\) is \(1-\tfrac12\sin^2\theta\), which is at least \(1/2\).

For a numerical case, turn \(m=1\) by \(60^\circ\). The amplitudes are \((0.75,\,0.6124,\,0.25)\), and the length of the mean spin is still 1. These amplitudes satisfy \(a_0^2=0.375=2a_+a_-\), a relation that will turn out to be the general criterion.

### Zero mean spin is not absence of polarization

The overlap just found also gives the results of measuring \(\mathbf n\cdot\mathbf S\) in the state \(m=0\). The result \(+1\) has probability \(\tfrac12\sin^2\theta\). The result \(-1\) along \(\mathbf n\) is the result \(+1\) along \(-\mathbf n\), and \(\sin^2(\pi-\theta)=\sin^2\theta\), so it has the same probability. The remainder belongs to the result 0:

\[
P_{+1}=P_{-1}=\tfrac12\sin^2\theta,\qquad P_0=\cos^2\theta .
\]

At \(\theta=0\) the result 0 is certain. At \(60^\circ\) the probabilities of \(+1,0,-1\) are \(0.375,0.25,0.375\), and at \(90^\circ\) they are \(0.5,0,0.5\). An unpolarized mixture, with density matrix \(\tfrac13\mathbb 1\), gives \(1/3\) for each result in every direction. Both have zero mean spin, but the pure state has a strong dependence on direction. This dependence singles out the \(z\) axis, and because it is unchanged when \(\mathbf n\) is reversed, it puts no arrow on that axis.

## The correct general statement

1. Every pure state of spin 1/2 points along some \(\mathbf n\).
2. For any \(s\), a pure state points somewhere if and only if \(|\langle\mathbf S\rangle|=s\).
3. For every \(s\ge1\) there are pure states that point nowhere.
4. For \(s=1\), a pure state points somewhere if and only if \(a_0^2=2a_+a_-\).

### Proof for spin 1/2

Any \(2\times2\) density matrix can be written \(\rho=\tfrac12(\mathbb 1+\mathbf r\cdot\boldsymbol\sigma)\) with \(\mathbf r\) real, because \(\mathbb 1\) and the Pauli matrices span the Hermitian matrices and \(\operatorname{tr}\rho=1\). Using \((\mathbf r\cdot\boldsymbol\sigma)^2=|\mathbf r|^2\mathbb 1\) and \(\operatorname{tr}\boldsymbol\sigma=0\),

\[
\operatorname{tr}\rho^2=\tfrac14\operatorname{tr}\left[(1+|\mathbf r|^2)\mathbb 1+2\,\mathbf r\cdot\boldsymbol\sigma\right]=\tfrac12(1+|\mathbf r|^2).
\]

For a pure state \(\rho=|\psi\rangle\langle\psi|\), so \(\operatorname{tr}\rho^2=1\) and \(|\mathbf r|=1\). Also \(\rho|\psi\rangle=|\psi\rangle\), which reads \(\tfrac12(1+\mathbf r\cdot\boldsymbol\sigma)|\psi\rangle=|\psi\rangle\), or \(\mathbf r\cdot\boldsymbol\sigma|\psi\rangle=|\psi\rangle\). With \(\mathbf S=\boldsymbol\sigma/2\) this is \(\mathbf r\cdot\mathbf S|\psi\rangle=\tfrac12|\psi\rangle\). The state points along \(\mathbf r\).

As an example take amplitudes \((0.8,0.6)\). Then \(\langle S_x\rangle=0.8\times0.6=0.48\), \(\langle S_y\rangle=0\) and \(\langle S_z\rangle=\tfrac12(0.64-0.36)=0.14\). The length is \(\sqrt{0.2304+0.0196}=0.5\), the full value. The direction lies \(73.74^\circ\) from \(z\), and the result \(+1/2\) along it is certain.

### Proof of the length criterion

Let \(P_m\) be the probability of result \(m\) for \(\mathbf n\cdot\mathbf S\). Then

\[
\mathbf n\cdot\langle\mathbf S\rangle=\sum_{m=-s}^{s}mP_m\le s,
\]

with equality only if \(P_s=1\), that is, if the state points along \(\mathbf n\). Choosing \(\mathbf n\) along \(\langle\mathbf S\rangle\) shows that \(|\langle\mathbf S\rangle|\le s\), and that a state with \(|\langle\mathbf S\rangle|=s\) points along its mean spin. Conversely, a state pointing along \(\mathbf n\) has \(\mathbf n\cdot\langle\mathbf S\rangle=s\), so its mean spin has length \(s\).

A rotation of the state turns the vector \(\langle\mathbf S\rangle\) and keeps its length. For spin 1 the lengths are 1 for \(m=1\) and 0 for \(m=0\), so no rotation connects these two states.

For any \(s\ge1\), the state \(m=s-1\) has \(\langle\mathbf S\rangle=(s-1)\mathbf z\), of length \(s-1<s\). It points nowhere, which proves the third statement. For \(s=1/2\) the same state is \(m=-1/2\), which points along \(-\mathbf z\), and the counter-example disappears.

The mean spin also limits how nearly a state can point somewhere. Let \(P\) be the probability of the top result along \(\mathbf n\). All other results are at least \(-s\), so \(\mathbf n\cdot\langle\mathbf S\rangle\ge sP-s(1-P)=s(2P-1)\), and hence

\[
P\le\frac12\left(1+\frac{|\langle\mathbf S\rangle|}{s}\right).
\]

Equality requires that only the results \(\pm s\) occur along \(\mathbf n\), and that \(\mathbf n\) is parallel to \(\langle\mathbf S\rangle\) when the latter is not zero.

## All pure states of spin 1

For spin 1 the geometry becomes visible in the Cartesian basis

\[
|x\rangle=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},\quad
|y\rangle=\frac{i(|{-1}\rangle+|{+1}\rangle)}{\sqrt2},\quad
|z\rangle=|0\rangle .
\]

Applying \(S_z\) gives \(S_z|x\rangle=-(|{-1}\rangle+|{+1}\rangle)/\sqrt2=i|y\rangle\), then \(S_z|y\rangle=-i|x\rangle\) and \(S_z|z\rangle=0\). The ladder operators give in the same way

\[
\begin{aligned}
S_x|x\rangle&=0, & S_x|y\rangle&=i|z\rangle, & S_x|z\rangle&=-i|y\rangle,\\
S_y|x\rangle&=-i|z\rangle, & S_y|y\rangle&=0, & S_y|z\rangle&=i|x\rangle .
\end{aligned}
\]

Write \(|\psi\rangle=d_x|x\rangle+d_y|y\rangle+d_z|z\rangle\). Then \(S_z\) sends \(\mathbf d\) to \(i(-d_y,d_x,0)=i\,\mathbf z\times\mathbf d\), and the other two components follow the same pattern. So \(\mathbf n\cdot\mathbf S\) acts as

\[
\mathbf d\to i\,\mathbf n\times\mathbf d .
\]

Under the rotation \(e^{-i\alpha\,\mathbf n\cdot\mathbf S}\) we have \(d\mathbf d/d\alpha=-i(i\,\mathbf n\times\mathbf d)=\mathbf n\times\mathbf d\). This is the ordinary rotation of a vector, applied equally to the real and imaginary parts of \(\mathbf d\).

### The criterion

Split \(\mathbf d=\mathbf u+i\mathbf v\) with \(\mathbf u,\mathbf v\) real and \(|\mathbf u|^2+|\mathbf v|^2=1\). The mean spin follows from

\[
\mathbf n\cdot\langle\mathbf S\rangle=i\,\mathbf d^*\cdot(\mathbf n\times\mathbf d)=i\,\mathbf n\cdot(\mathbf d\times\mathbf d^*).
\]

Here \(\mathbf d\times\mathbf d^*=-i\,\mathbf u\times\mathbf v+i\,\mathbf v\times\mathbf u=-2i\,\mathbf u\times\mathbf v\), so

\[
\langle\mathbf S\rangle=2\,\mathbf u\times\mathbf v .
\]

Define \(q=\mathbf d\cdot\mathbf d\), without complex conjugation. Then \(q=|\mathbf u|^2-|\mathbf v|^2+2i\,\mathbf u\cdot\mathbf v\), and

\[
\begin{aligned}
|\langle\mathbf S\rangle|^2+|q|^2
&=4|\mathbf u|^2|\mathbf v|^2-4(\mathbf u\cdot\mathbf v)^2\\
&\quad+(|\mathbf u|^2-|\mathbf v|^2)^2+4(\mathbf u\cdot\mathbf v)^2\\
&=(|\mathbf u|^2+|\mathbf v|^2)^2=1 .
\end{aligned}
\]

The mean spin has its full length 1 if and only if \(q=0\). To express \(q\) by the amplitudes, read off \(d_x=(a_--a_+)/\sqrt2\), \(d_y=-i(a_++a_-)/\sqrt2\) and \(d_z=a_0\). Then

\[
q=\frac{(a_--a_+)^2-(a_++a_-)^2}{2}+a_0^2=a_0^2-2a_+a_- ,
\]

which proves the fourth statement.

### One shape angle

Multiplying the state by a phase \(e^{i\gamma}\) multiplies \(q\) by \(e^{2i\gamma}\). Choose the phase so that \(q\ge0\). Then \(\mathbf u\cdot\mathbf v=0\) and \(|\mathbf u|\ge|\mathbf v|\), so we may set \(|\mathbf u|=\cos\chi\), \(|\mathbf v|=\sin\chi\) with \(0\le\chi\le\pi/4\). It follows that

\[
|\langle\mathbf S\rangle|=\sin2\chi,\qquad |q|=\cos2\chi .
\]

Two states with the same \(\chi\) have perpendicular pairs \(\mathbf u,\mathbf v\) of the same lengths, and a rotation carries one pair into the other. States with different \(\chi\) have mean spins of different length. So two pure spin-1 states are related by a rotation, up to a phase, exactly when their mean spins are equally long.

Now take axes \(\mathbf e_1\) along \(\mathbf u\), \(\mathbf e_2\) along \(\mathbf v\) and \(\mathbf e_3=\mathbf e_1\times\mathbf e_2\); if \(\mathbf v=0\), any \(\mathbf e_2\) perpendicular to \(\mathbf u\) will do. The mean square of a spin component is the squared norm of \(\mathbf n\cdot\mathbf S|\psi\rangle\):

\[
\langle(\mathbf n\cdot\mathbf S)^2\rangle=|\mathbf n\times\mathbf d|^2=1-|\mathbf n\cdot\mathbf d|^2 .
\]

With \(\mathbf n\cdot\mathbf d=n_1\cos\chi+i\,n_2\sin\chi\) and \(\mathbf n\cdot\langle\mathbf S\rangle=n_3\sin2\chi\), and with \(1=n_1^2+n_2^2+n_3^2\), the variance is

\[
\operatorname{Var}(\mathbf n\cdot\mathbf S)=n_1^2\sin^2\chi+n_2^2\cos^2\chi+n_3^2\cos^22\chi .
\]

A state is an eigenstate of \(\mathbf n\cdot\mathbf S\) exactly when this variance vanishes. At \(\chi=0\) it vanishes along \(\mathbf e_1\), and the state is a rotated \(m=0\). At \(\chi=\pi/4\) it vanishes along \(\mathbf e_3\), and the state is a rotated \(m=1\). For \(0<\chi<\pi/4\) all three coefficients are positive, and the state is an eigenstate of no spin component at all.

### The best direction

The function \((m+m^2)/2\) is 1 for \(m=1\) and 0 for \(m=0,-1\). The probability of the top result is therefore

\[
P=\tfrac12\left(\mathbf n\cdot\langle\mathbf S\rangle+1-|\mathbf n\cdot\mathbf d|^2\right).
\]

For \(\mathbf n=\mathbf e_3\) the last term vanishes and the first is as large as it can be. The general bound is thus attained for spin 1: \(P_{\max}=\tfrac12(1+|\langle\mathbf S\rangle|)\). For \(m=0\) this is \(1/2\), found for every \(\mathbf n\) perpendicular to \(z\).

## A state between the two limits

Take the amplitudes \((0.8,0.6,0)\), chosen as round numbers. Here \(q=0.6^2-0=0.36\), already real and positive. The Cartesian vector has

\[
\mathbf u=(-0.5657,0,0.6),\qquad \mathbf v=(0,-0.5657,0),
\]

so \(|\mathbf u|^2=0.68\) and \(|\mathbf v|^2=0.32\), which gives \(\chi=34.45^\circ\). The mean spin is

\[
\langle\mathbf S\rangle=2\,\mathbf u\times\mathbf v=(0.6788,\,0,\,0.64),
\]

of length \(\sqrt{1-0.36^2}=0.9330\), at \(46.69^\circ\) from \(z\). The principal variances are \(\sin^2\chi=0.32\), \(\cos^2\chi=0.68\) and \(\cos^22\chi=0.36^2=0.1296\). None is zero, so this state is neither a rotated \(m=1\) nor a rotated \(m=0\).

Along the mean spin the results \(+1,0,-1\) have probabilities \(0.9665,0,0.0335\). The result 0 is absent because \(\mathbf e_3\cdot\mathbf d=0\). A numerical search over all directions, listed in the numerical output, finds no top probability above \(0.9665\), in agreement with \(\tfrac12(1+0.9330)\).

The mean spin is a weak detector of the deviation. For small \(|q|\), \(|\langle\mathbf S\rangle|=\sqrt{1-|q|^2}\approx1-|q|^2/2\), so a shortfall of about 7% in length belongs to a value of \(|q|\) as large as 0.36.

## How such states arise

A spin subject only to the linear Zeeman coupling to a magnetic field has a Hamiltonian linear in \(\mathbf S\). Its evolution is a rotation, even if the field changes in time, so \(\chi\) stays fixed. Starting from \(m=1\), such a field can bring at most half the probability into \(m=0\).

A quadratic term such as \(DS_z^2\), combined with rotations, can remove this restriction. Let \(m=1\) first be turned by \(90^\circ\), giving \((\tfrac12,\tfrac1{\sqrt2},\tfrac12)\), and then evolve under \(H=DS_z^2\). The amplitudes \(a_\pm\) acquire the factor \(e^{-iDt}\), while \(a_0\) stays fixed. Hence

\[
q=\tfrac12\left(1-e^{-2iDt}\right),\quad |q|=|\sin Dt|,\quad |\langle\mathbf S\rangle|=|\cos Dt| .
\]

At \(Dt=\pi/2\) the mean spin has vanished although the state is still pure. It is then a rotated \(m=0\). For spin 1/2 this cannot happen: \(S_z^2=\tfrac14\mathbb 1\) merely adds a constant to the energy.

## Higher spin and the count of parameters

For \(s>1\) the state \(m=s-1\) has a nonzero mean spin, yet its best top probability falls slowly: \(0.4444\) for \(s=3/2\), \(0.4219\) for \(s=2\) and \(0.4019\) for \(s=3\). To see why, build spin \(s\) from the symmetric states of \(2s\) spins 1/2. A state pointing at angle \(\theta\) from \(z\) has every small spin in \(\cos\frac\theta2|{\uparrow}\rangle+\sin\frac\theta2|{\downarrow}\rangle\), up to azimuthal phases. The state \(m=s-1\) is the equal sum of the \(2s\) terms with one spin down, divided by \(\sqrt{2s}\). With \(w=\sin^2\frac\theta2\), the squared overlap is

\[
P=2s\,w(1-w)^{2s-1}.
\]

For \(s\ge1\) its derivative vanishes inside the interval where \(1-w=(2s-1)w\), so \(w=1/(2s)\) and

\[
P_{\max}=\left(1-\frac1{2s}\right)^{2s-1},
\]

which reproduces the values above and tends to \(1/e\) for large \(s\). The general bound, \(0.8333\) for \(s=3\), is not reached. Equality would need \(\mathbf n\) along the mean spin, hence along \(z\), where the certain result is \(s-1\) and not \(\pm s\).

Counting parameters shows why a direction cannot describe every pure state once \(s\ge1\). A state of spin \(s\) has \(2s+1\) complex amplitudes, or \(4s+2\) real numbers. Normalization and the overall phase remove two, leaving \(4s\). A direction has two. The numbers agree for \(s=1/2\) alone. For spin 1 there are four: three angles orient the pair \(\mathbf u,\mathbf v\) of a general state, and the fourth is \(\chi\), which no rotation can change.

## Values computed for the example and the checks

```
SPIN 1/2, amplitudes (0.8, 0.6); spins in units of hbar
mean spin (x, y, z): [0.48 0.   0.14]
length of mean spin: 0.5000
polar angle of direction: 73.74 deg
probability of +1/2 along it: 1.0000
SPIN 1, amplitudes (0.8, 0.6, 0)
vector u: [-0.5657  0.      0.6   ]
vector v: [ 0.     -0.5657  0.    ]
a0^2 - 2 a+ a-: 0.3600
mean spin (x, y, z): [0.6788 0.     0.64  ]
length of mean spin: 0.9330
polar angle of mean spin: 46.69 deg
shape angle chi: 34.45 deg
principal variances (hbar^2): [0.1296 0.32   0.68  ]
probabilities of +1, 0, -1 along mean spin: [0.9665 0.     0.0335]
best top probability, by search: 0.9665
SPIN 1, m=1 turned by 60 deg about y
amplitudes: [0.75   0.6124 0.25  ]
a0^2: 0.3750
2 a+ a-: 0.3750
length of mean spin: 1.0000
SPIN 1, m=0
length of mean spin: 0.0000
variances of Sx, Sy, Sz (hbar^2): [1. 1. 0.]
best top probability, by search: 0.5000
probabilities of +1, 0, -1 at 0 deg from z: [0. 1. 0.]
probabilities of +1, 0, -1 at 30 deg from z: [0.125 0.75  0.125]
probabilities of +1, 0, -1 at 60 deg from z: [0.375 0.25  0.375]
probabilities of +1, 0, -1 at 90 deg from z: [0.5 0.  0.5]
STATE m = s-1: s, length of mean spin, best top probability, bound
0.5  0.5000  1.0000  1.0000
1.0  0.0000  0.5000  0.5000
1.5  0.5000  0.4444  0.6667
2.0  1.0000  0.4219  0.7500
2.5  1.5000  0.4096  0.8000
3.0  2.0000  0.4019  0.8333
```
